**Two-dimensional hydrogen atom: levels −Ry\*/(n − ½)² and the fourfold ground-state binding**

For H = −∇² − 2/r in a plane, with energies in Ry\* = μe⁴/[2(4πε₀ε)²ħ²] and lengths in a\* = 4πε₀εħ²/(μe²), the bound levels are E = −1/ν² with ν = n − ½ and n = n_r + |m| + 1, where n_r is the radial and m the angular quantum number, and each level holds 2n − 1 states. The program asserts the polar Laplacian, the reductions of the radial equation and the Laguerre form of the terminating series, that six closed-form states satisfy the Cartesian equation while ν = n does not, that the non-terminating series grows as e^(+ρ/2) with ρ = 2r/ν, that ln r acts as a point source, and that the normalization constant agrees with quadrature. A finite-volume diagonalization with Richardson extrapolation is asserted to give the 2D levels, degeneracies and ⟨r⟩ = (3ν² − m² + ¼)/2, the 3D levels −1/n², a ground-state ratio of 4, and the same s levels in meV and nm, while minimizing over e^(−αr) must give −4 and −1. For planes a distance d apart, V = −2/√(r² + d²), it asserts −4 < E₀ < −4 + 32d with a slope above 0.9 × 32 at d = 0.002 a\*, and 2p below 2s at d = 1 nm. For μ = 0.10 m_e and ε = 10 the output shows Ry\* = 13.6 meV, a\* = 5.29 nm and bindings of 54.4 meV (2D) and 13.6 meV (3D). At d = 1 nm the binding falls to 28.2 meV and the 2s–2p splitting is 1.13 meV.

## Verification by program

```python
# Two-dimensional hydrogen atom: H = -Laplacian - 2/r in a plane (energy unit Ry*, length a*),
# Ry* = mu e^4/(2 (4 pi eps0 eps)^2 hbar^2), a* = 4 pi eps0 eps hbar^2/(mu e^2).
# Result under test: E = -1/nu^2, nu = n - 1/2, n = nr + |m| + 1, degeneracy 2n - 1, so the
# ground binding is 4 Ry* (3D: 1 Ry*). nr radial, m angular quantum number, rho = 2 r/nu,
# psi = N rho^|m| exp(-rho/2) L_nr^(2|m|)(rho) exp(i m phi), N^2 = nr!/(pi nu^3 (nr+2|m|)!),
# <r> = (3 nu^2 - m^2 + 1/4)/2. Layers a distance d apart, V = -2/sqrt(r^2+d^2):
# -4 < E0(d) < -4 + 32 d, with 32 the slope at small d.
import numpy as np
import sympy as sp
import mpmath as mp
from math import factorial, pi
from scipy import constants as C
from scipy.linalg import eigh_tridiagonal
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import eval_genlaguerre


def grid_levels(V, cent, dim, h, rmax, k, t=1.0):
    # finite-volume form of -t r^(1-dim) (r^(dim-1) R')' + t cent R/r^2 + V R = E R
    N = int(round(rmax / h))
    r = (np.arange(N) + 0.5) * h
    wf = (np.arange(N + 1) * h) ** (dim - 1)
    w = r ** (dim - 1)
    diag = t * (wf[:-1] + wf[1:]) / (h * h * w) + t * cent / r**2 + V(r)
    off = -t * wf[1:-1] / (h * h * np.sqrt(w[:-1] * w[1:]))
    E, y = eigh_tridiagonal(diag, off, select='i', select_range=(0, k - 1))
    p = y**2 / np.sum(y**2, axis=0)
    return E, r @ p, r[np.argmax(p[:, 0])]


def levels(V, cent, dim, h, rmax, k, t=1.0):
    # Richardson extrapolation of the h^2 error; returns E, <r>, ground most probable r
    a = grid_levels(V, cent, dim, h, rmax, k, t)
    b = grid_levels(V, cent, dim, h / 2, rmax, k, t)
    return (4 * b[0] - a[0]) / 3, (4 * b[1] - a[1]) / 3, b[2]


def coulomb(r):
    return -2.0 / r


# ---- symbolic tests
x, y = sp.symbols('x y', real=True)
r, ph, rho, nu = sp.symbols('r phi rho nu', positive=True)
pt = {x: sp.Rational(7, 10), y: sp.Rational(2, 5)}
rc = sp.sqrt(x**2 + y**2)
g = sp.exp(-r) * r**2 * sp.cos(3 * ph)
polar = sp.diff(g, r, 2) + sp.diff(g, r) / r + sp.diff(g, ph, 2) / r**2
to_xy = {r: rc, ph: sp.atan2(y, x)}
gc = g.subs(to_xy)
lap_diff = sp.diff(gc, x, 2) + sp.diff(gc, y, 2) - polar.subs(to_xy)
assert abs(sp.N(lap_diff.subs(pt), 30)) < 1e-20

u = sp.Function('u')(r)
Ru = u / sp.sqrt(r)
assert sp.simplify(sp.expand(-sp.sqrt(r) * (sp.diff(Ru, r, 2) + sp.diff(Ru, r) / r)
                             + sp.diff(u, r, 2) + u / (4 * r**2))) == 0

w = sp.Function('w')(rho)
for m in range(4):
    pre = rho**m * sp.exp(-rho / 2)
    R = pre * w
    lhs = (sp.diff(R, rho, 2) + sp.diff(R, rho) / rho - m**2 * R / rho**2
           + (nu / rho - sp.Rational(1, 4)) * R) * rho / pre
    target = rho * sp.diff(w, rho, 2) + (2 * m + 1 - rho) * sp.diff(w, rho) \
        + (nu - m - sp.Rational(1, 2)) * w
    assert sp.simplify(sp.expand(lhs - target)) == 0
    for nr in range(4):
        nv = nr + m + sp.Rational(1, 2)
        c, poly = sp.Integer(1), sp.Integer(0)
        for k in range(8):
            poly += c * rho**k
            c *= (k + m + sp.Rational(1, 2) - nv) / ((k + 1) * (k + 2 * m + 1))
        lag = sp.expand(sp.assoc_laguerre(nr, 2 * m, rho))
        assert sp.expand(poly * lag.subs(rho, 0) - lag) == 0


def cartesian_residual(nr, m, nv):
    s = 1 if m >= 0 else -1
    lag = sp.expand(sp.assoc_laguerre(nr, 2 * abs(m), rho)).subs(rho, 2 * rc / nv)
    psi = (x + s * sp.I * y)**abs(m) * sp.exp(-rc / nv) * lag
    res = -sp.diff(psi, x, 2) - sp.diff(psi, y, 2) - 2 * psi / rc + psi / nv**2
    return abs(complex(sp.N(res.subs(pt), 30)))


for nr, m in [(0, 0), (1, 0), (0, 1), (1, -1), (0, -2), (2, 1)]:
    n = nr + abs(m) + 1
    assert cartesian_residual(nr, m, n - sp.Rational(1, 2)) < 1e-20
    assert cartesian_residual(nr, m, sp.Integer(n)) > 1e-3   # integer nu must fail

# ---- non-terminating series solves the radial equation and grows like exp(+rho/2)
mp.mp.dps = 50
for m, nv in [(0, mp.mpf('0.8')), (1, mp.mpf('2.3'))]:
    cs = [mp.mpf(1)]
    for k in range(800):
        cs.append(cs[-1] * (k + m + 0.5 - nv) / ((k + 1) * (k + 2 * m + 1)))
    Rs = lambda z: z**m * mp.exp(-z / 2) * mp.polyval(cs[::-1], z)
    z = mp.mpf(3)
    res = mp.diff(Rs, z, 2) + mp.diff(Rs, z) / z + (-m**2 / z**2 + nv / z - 0.25) * Rs(z)
    assert abs(res) < 1e-20
    z = mp.mpf(200)   # remainder of the log-derivative is of order 1/rho^2
    assert abs(mp.diff(Rs, z) / Rs(z) - (0.5 - (nv + 0.5) / z)) < 5e-4

# ---- ln r acts as a point source: integral of ln r * Laplacian(exp(-r^2)) = 2 pi
src = quad(lambda s: np.log(s) * (4 * s * s - 4) * np.exp(-s * s) * 2 * pi * s, 0, 10, limit=200)[0]
assert abs(src - 2 * pi) < 1e-6

# ---- normalization constant against quadrature
for nr in range(3):
    for m in range(3):
        nv = nr + m + 0.5
        f = lambda s: ((2 * s / nv)**m * np.exp(-s / nv)
                       * eval_genlaguerre(nr, 2 * m, 2 * s / nv))**2 * 2 * pi * s
        inv_norm = quad(f, 0, 60 * nv, limit=300, epsabs=1e-12, epsrel=1e-12)[0]
        assert abs(inv_norm * factorial(nr) / (pi * nv**3 * factorial(nr + 2 * m)) - 1) < 1e-9
psi0sq = 1 / quad(lambda s: np.exp(-4 * s) * 2 * pi * s, 0, 30, epsabs=1e-13)[0]
assert abs(psi0sq - 8 / pi) < 1e-9

# ---- diagonalization in 2D and 3D
num2 = {m: levels(coulomb, m * m, 2, 0.006, 120.0, 5) for m in range(6)}
for m in range(4):
    for nr in range(4 - m):
        nv = nr + m + 0.5
        assert abs(num2[m][0][nr] + 1 / nv**2) < 1e-6
        assert abs(num2[m][1][nr] / ((3 * nv**2 - m * m + 0.25) / 2) - 1) < 1e-5
found = sorted(e for m in range(-5, 6) for e in num2[abs(m)][0] if e < -1 / 16)
deg = [1]
for a, b in zip(found[:-1], found[1:]):
    if b - a < 1e-5:
        deg[-1] += 1
    else:
        deg.append(1)
assert deg == [2 * n - 1 for n in range(1, 5)]
num3 = {l: levels(coulomb, l * (l + 1), 3, 0.006, 120.0, 4 - l) for l in range(2)}
for l in range(2):
    for nr in range(4 - l):
        assert abs(num3[l][0][nr] + 1 / (nr + l + 1)**2) < 1e-6
ratio = num2[0][0][0] / num3[0][0][0]
assert abs(ratio - 4) < 1e-5
assert abs(num2[0][2] - 0.25) < 0.003 and abs(num3[0][2] - 1) < 0.003   # grid spacing
assert abs(num3[0][1][0] - 1.5) < 1e-5


# ---- trial function exp(-alpha r): <T> from -psi Laplacian psi, and <V>
def trial(al, dim):
    q = lambda f: quad(lambda s: f(s) * np.exp(-2 * al * s) * s**(dim - 1), 0, 40 / al,
                       epsabs=1e-13, epsrel=1e-13)[0]
    nrm = q(lambda s: 1.0)
    return q(lambda s: -(al**2 - (dim - 1) * al / s)) / nrm, q(lambda s: -2 / s) / nrm


var = {}
for dim, factor in [(2, 2), (3, 1)]:
    T, V = trial(1.3, dim)
    assert abs(T - 1.3**2) < 1e-9 and abs(V + 2 * factor * 1.3) < 1e-9
    o = minimize_scalar(lambda a: sum(trial(a, dim)), bounds=(0.3, 4), method='bounded',
                        options={'xatol': 1e-9})
    assert abs(o.x - factor) < 1e-4 and abs(o.fun + factor**2) < 1e-8
    var[dim] = (o.x, *trial(o.x, dim), o.fun)

# ---- worked example
mu_rel, eps, d_nm = 0.10, 10.0, 1.0
mu, k4 = mu_rel * C.m_e, 4 * pi * C.epsilon_0 * eps
Ry = mu * C.e**4 / (2 * k4**2 * C.hbar**2) / C.e * 1e3
a = k4 * C.hbar**2 / (mu * C.e**2) * 1e9
RyH = C.physical_constants['Rydberg constant times hc in eV'][0]
a0 = C.physical_constants['Bohr radius'][0] * 1e9
assert abs(Ry / (RyH * 1e3 * mu_rel / eps**2) - 1) < 1e-8 and abs(a / (a0 * eps / mu_rel) - 1) < 1e-8
t_phys = C.hbar**2 / (2 * mu) / C.e * 1e3 * 1e18
c_phys = C.e / k4 * 1e3 * 1e9
Ephys = levels(lambda s: -c_phys / s, 0, 2, 0.03, 600.0, 4, t_phys)[0]
for n in range(1, 5):
    assert abs(Ephys[n - 1] + Ry / (n - 0.5)**2) < 1e-4

d_small = 0.002
E_small = levels(lambda s: -2 / np.sqrt(s * s + d_small**2), 0, 2, 2e-4, 10.0, 1)[0][0]
slope = (E_small + 4) / d_small
assert -4 < E_small < -4 + 32 * d_small
assert slope > 0.9 * 32   # relative corrections are of order d ln(1/d)
d = d_nm / a
soft = lambda s: -2 / np.sqrt(s * s + d * d)
Es = levels(soft, 0, 2, 0.004, 60.0, 2)[0]
Ep = levels(soft, 1, 2, 0.004, 60.0, 1)[0][0]
assert Es[0] > -4 and -4 / 9 < Ep < Es[1] - 1e-3

print(f"input: mu = {mu_rel:.2f} m_e, eps = {eps:.1f}, d = {d_nm:.1f} nm")
print(f"Ry = {RyH:.4f} eV, a0 = {a0:.5f} nm")
print(f"Ry* = {Ry:.4f} meV, a* = {a:.4f} nm")
print(f"hbar^2/(2 mu) = {t_phys:.3f} meV nm^2, e^2/(4 pi eps0 eps) = {c_phys:.3f} meV nm")
for n in range(1, 5):
    print(f"2D n={n}: formula {-1/(n-0.5)**2:.6f} Ry*, grid {num2[0][0][n-1]:.6f} Ry*, states {deg[n-1]}")
for n in range(1, 5):
    print(f"2D n={n}: formula {-Ry/(n-0.5)**2:.4f} meV, grid in nm/meV {Ephys[n-1]:.4f} meV")
for n in range(1, 5):
    print(f"3D n={n}: grid {num3[0][0][n-1]:.6f} Ry* = {num3[0][0][n-1]*Ry:.4f} meV")
print(f"2D 2p (m=1) grid: {num2[1][0][0]:.6f} Ry*")
print(f"ground binding ratio 2D/3D = {ratio:.6f}")
s2, s3 = num2[0][0][1] - num2[0][0][0], num3[0][0][1] - num3[0][0][0]
print(f"1s-2s spacing 2D: {s2:.5f} Ry* = {s2*Ry:.3f} meV")
print(f"1s-2s spacing 3D: {s3:.5f} Ry* = {s3*Ry:.3f} meV")
print(f"<r> 1s 2D: {num2[0][1][0]:.5f} a* = {num2[0][1][0]*a:.4f} nm")
print(f"<r> 1s 3D: {num3[0][1][0]:.5f} a* = {num3[0][1][0]*a:.4f} nm")
print(f"<r> 2D 2s: {num2[0][1][1]:.5f} a*, 2p: {num2[1][1][0]:.5f} a*")
print(f"most probable r 1s: 2D {num2[0][2]:.2f} a*, 3D {num3[0][2]:.2f} a*")
print(f"|psi_1s(0)|^2 2D = {psi0sq:.5f} / a*^2")
print(f"integral of ln r Laplacian exp(-r^2) = {src:.6f} (2 pi = {2*pi:.6f})")
for dim in (2, 3):
    al, T, V, E = var[dim]
    print(f"trial {dim}D: alpha = {al:.4f} /a*, T = {T:.4f}, V = {V:.4f}, E = {E:.4f} Ry*")
print(f"d = {d_small} a*: E0 = {E_small:.5f} Ry*, upper bound {-4+32*d_small:.5f} Ry*")
print(f"d = {d_small} a*: (E0+4)/d = {slope:.2f} Ry*/a*, limit {psi0sq*4*pi:.2f} Ry*/a*")
print(f"d = {d_nm:.1f} nm = {d:.4f} a*")
print(f"  1s: {Es[0]:.4f} Ry* = {Es[0]*Ry:.3f} meV")
print(f"  2s: {Es[1]:.4f} Ry* = {Es[1]*Ry:.3f} meV")
print(f"  2p: {Ep:.4f} Ry* = {Ep*Ry:.3f} meV")
print(f"  2s-2p splitting: {(Es[1]-Ep)*Ry:.3f} meV")
print("no test failed")
```

It prints:

```
input: mu = 0.10 m_e, eps = 10.0, d = 1.0 nm
Ry = 13.6057 eV, a0 = 0.05292 nm
Ry* = 13.6057 meV, a* = 5.2918 nm
hbar^2/(2 mu) = 380.998 meV nm^2, e^2/(4 pi eps0 eps) = 143.996 meV nm
2D n=1: formula -4.000000 Ry*, grid -4.000000 Ry*, states 1
2D n=2: formula -0.444444 Ry*, grid -0.444444 Ry*, states 3
2D n=3: formula -0.160000 Ry*, grid -0.160000 Ry*, states 5
2D n=4: formula -0.081633 Ry*, grid -0.081633 Ry*, states 7
2D n=1: formula -54.4228 meV, grid in nm/meV -54.4228 meV
2D n=2: formula -6.0470 meV, grid in nm/meV -6.0470 meV
2D n=3: formula -2.1769 meV, grid in nm/meV -2.1769 meV
2D n=4: formula -1.1107 meV, grid in nm/meV -1.1107 meV
3D n=1: grid -1.000000 Ry* = -13.6057 meV
3D n=2: grid -0.250000 Ry* = -3.4014 meV
3D n=3: grid -0.111111 Ry* = -1.5117 meV
3D n=4: grid -0.062500 Ry* = -0.8504 meV
2D 2p (m=1) grid: -0.444444 Ry*
ground binding ratio 2D/3D = 4.000000
1s-2s spacing 2D: 3.55556 Ry* = 48.376 meV
1s-2s spacing 3D: 0.75000 Ry* = 10.204 meV
<r> 1s 2D: 0.50000 a* = 2.6459 nm
<r> 1s 3D: 1.50000 a* = 7.9377 nm
<r> 2D 2s: 3.50000 a*, 2p: 3.00000 a*
most probable r 1s: 2D 0.25 a*, 3D 1.00 a*
|psi_1s(0)|^2 2D = 2.54648 / a*^2
integral of ln r Laplacian exp(-r^2) = 6.283185 (2 pi = 6.283185)
trial 2D: alpha = 2.0000 /a*, T = 4.0000, V = -8.0000, E = -4.0000 Ry*
trial 3D: alpha = 1.0000 /a*, T = 1.0000, V = -2.0000, E = -1.0000 Ry*
d = 0.002 a*: E0 = -3.93901 Ry*, upper bound -3.93600 Ry*
d = 0.002 a*: (E0+4)/d = 30.50 Ry*/a*, limit 32.00 Ry*/a*
d = 1.0 nm = 0.1890 a*
  1s: -2.0724 Ry* = -28.197 meV
  2s: -0.3512 Ry* = -4.778 meV
  2p: -0.4344 Ry* = -5.910 meV
  2s-2p splitting: 1.132 meV
no test failed
```
